# Summed Time to First Escape in Parallel Replica Simulation, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: multiplying survival probabilities

Suppose that 64 processors each simulate the same adatom, trapped at the same site of a growing crystal surface. After about 9 ns on each processor, one of the 64 copies leaves the site. The physical clock of the growth simulation must now be advanced, and there is a choice to make: by 9 ns, the time lived by the copy that escaped, or by 64 times as much, the time simulated by all copies together. The two choices give hop rates that differ by a factor of 64. The summed time is the right one under conditions that can be stated precisely, and the same conditions say how the copies must be prepared.

**The setting.** A state is a region of configuration space, here the neighbourhood of one binding site. The dynamics is a Markov process with rules that do not change in time: the future depends on the present configuration and not on the earlier path. If velocities matter, they belong to the configuration. Let $T$ be the time of first exit from the state and $J$ the exit channel, for instance "over the left ridge" or "over the right ridge".

A replica is called equilibrated when its configuration follows the quasi-stationary distribution $\nu$. This distribution is defined by a property: if a replica starts from $\nu$ and has not left by time $t$, its configuration at time $t$ still has the law $\nu$,

$$P_\nu(X_t\in B\mid T>t)=\nu(B)\quad\text{for every region }B\text{ and every }t .$$

Here $X_t$ is the configuration, and the subscript on $P$ names the starting law. The distribution differs from the Boltzmann distribution cut off at the edge of the state, because it is depleted near the edge, where replicas are lost.

For overdamped motion in a finite well with absorbing edges, $\nu$ can be prepared by waiting. The probability density inside the well is a sum of decaying modes,

$$p(x,t)=\sum_{n\ge1}a_n\phi_n(x)e^{-\lambda_n t},\qquad \lambda_1<\lambda_2\le\dots$$

Division by the surviving weight $\int p\,dx$ gives the law conditioned on survival. The common factor $a_1e^{-\lambda_1t}$ cancels, and what remains tends to $\phi_1/\int\phi_1dx$, with corrections that decay as $e^{-(\lambda_2-\lambda_1)t}$. The limit is $\nu$. Equilibration therefore means running each copy independently until it has stayed inside for several times $1/(\lambda_2-\lambda_1)$. A copy that leaves earlier is discarded, or restarted with its waiting time set back to zero.

**Why the escape time is exponential.** Let $S(t)=P_\nu(T>t)$ be the survival probability. To survive for $t+u$, a replica must survive for $t$ and then for a further $u$. At time $t$, given survival, its law is again $\nu$, and by the Markov property nothing else about its past matters. Hence

$$S(t+u)=S(t)\,P_\nu(T>t+u\mid T>t)=S(t)S(u).$$

Applying this relation repeatedly to $n$ intervals of length $1/n$ gives $S(1/n)=S(1)^{1/n}$, and $m$ such intervals give $S(m/n)=S(1)^{m/n}$. Since $S$ never increases, its value at an irrational time is squeezed between its values at neighbouring rational times, so that $S(t)=S(1)^t$ for all $t$. The value $S(1)=1$ would mean that the replica never escapes, and $S(1)=0$ that it escapes at once. Between these cases, with $k=-\ln S(1)>0$ in the chosen unit of inverse time,

$$S(t)=e^{-kt}.$$

The mean escape time is $\int_0^\infty S(t)\,dt=1/k$.

**Why the channel is independent of the time.** Let $F_j(t)=P_\nu(T\le t,J=j)$. An exit through $j$ before $t+u$ happens either before $t$, or after survival to $t$ and within the next $u$. The second part again starts from $\nu$, so

$$F_j(t+u)=F_j(t)+S(t)F_j(u).$$

The left side is unchanged when $t$ and $u$ are exchanged. Equating the two forms of the right side and collecting terms gives

$$F_j(t)[1-S(u)]=F_j(u)[1-S(t)].$$

The ratio $F_j(t)/[1-S(t)]$ is therefore the same at all times. At late times its denominator tends to one and its numerator to the total probability $p_j$ of channel $j$. Thus

$$F_j(t)=p_j\,(1-e^{-kt}),$$

a product of a factor for the channel and a factor for the time.

**Many replicas at equal speed.** Let $N$ replicas start independently from $\nu$ and evolve with independent random forces. Their escape times are $T_1,\dots,T_N$. If each has simulated a time $w$, no escape has occurred when every $T_i$ exceeds $w$. With $W=\min_iT_i$, independence turns the joint probability into a product:

$$P(W>w)=\prod_{i=1}^NP(T_i>w)=\left(e^{-kw}\right)^N=e^{-Nkw}.$$

At the first escape, the summed time is $C=NW$. The event $C>s$ is the event $W>s/N$, and hence

$$P(C>s)=e^{-Nk(s/N)}=e^{-ks}.$$

The factor $N$ by which the first escape comes sooner is cancelled by the factor $N$ in the sum. The equality is one of distributions: $C$ is not the escape time of any particular replica, and a single run of the ensemble does not reproduce the escape time that one copy would have had.

The channel survives the change as well. The first escape occurs through $j$ in the interval $dw$ if one of the $N$ replicas does so and the other $N-1$ are still inside. Since $dF_j/dw=p_jke^{-kw}$, the probability is

$$N\,p_jke^{-kw}\left(e^{-kw}\right)^{N-1}dw=N\,p_jke^{-Nkw}\,dw .$$

With $w=s/N$ and $dw=ds/N$, this becomes $p_jke^{-ks}\,ds$, which is the single-replica law of channel and time together.

**Unequal speeds.** Processors may run at different speeds, pause or join late. Let $c_i(w)$ be the time simulated by replica $i$ when the wall clock shows $w$. The functions $c_i$ start at zero, are continuous, never decrease, and are fixed without reference to the trajectories. Let their sum $C(w)=\sum_ic_i(w)$ grow without bound. No escape has occurred by $w$ when $T_i>c_i(w)$ for all $i$, which has probability

$$\prod_ie^{-kc_i(w)}=e^{-kC(w)}.$$

For a given $s$, let $w_s$ be the last wall time at which $C(w)=s$. If the first escape comes after $w_s$, the summed time is then larger than $s$. If it comes at or before $w_s$, the summed time is at most $s$. So $P(C>s)=e^{-kC(w_s)}=e^{-ks}$, as before. The escape times and the clocks decide which replica is first. Each replica's channel is independent of both, so the channel of the winner still has probabilities $p_j$.

With unequal speeds, the sum must really be taken. Multiplying the escaping replica's own time by $N$ gives a different answer. Let the speeds be constants $v_i$ with sum $V$. Replica $i$ is first, at wall time $w$, with probability

$$kv_ie^{-kv_iw}\prod_{l\ne i}e^{-kv_lw}\,dw=kv_ie^{-kVw}\,dw .$$

This is the probability $v_i/V$ of winning times the density $kVe^{-kVw}$, whose mean is $1/(kV)$. The winner's own time is $v_iw$, so the mean of the wrong credit is

$$N\sum_i\frac{v_i}{V}\,\frac{v_i}{kV}=\frac1k\,\frac{N\sum_iv_i^2}{V^2}\ \ge\ \frac1k .$$

The inequality is that of Cauchy and Schwarz, with equality for equal speeds. Fast replicas win more often, and their times are the long ones. For 32 replicas at speed 1 and 32 at speed 0.5, $V=48$ and $\sum_i v_i^2=40$, so the factor is $64\times40/48^2=1.111$. A sample of 40,000 random ensembles gave a mean of $1.105/k$ for the wrong credit and $0.996/k$ for the summed clock. The standard errors are about $0.006/k$ and $0.005/k$.

**Exponential times are necessary.** Let a survival function $S$ satisfy $S(s/N)^N=S(s)$ for every $N$. Setting $s=1$ and $N=n$ gives $S(1/n)=S(1)^{1/n}$. Setting $s=m/n$ and $N=m$ gives $S(m/n)=S(1/n)^m=S(1)^{m/n}$. Monotonicity then forces an exponential, as above. Agreement for a single $N$ is not enough. In dimensionless time, the function

$$S(t)=\exp\{-t\,[1+0.1\sin(2\pi\ln t/\ln2)]\}$$

is a decreasing survival function, since the derivative of the exponent's magnitude is at least $1-0.1\sqrt{1+(2\pi/\ln2)^2}=0.088$. Halving $t$ shifts the sine by one full period, so $S(t/2)^2=S(t)$. For three replicas the shift is not a whole period, and $S(t/3)^3$ departs from $S(t)$ by up to 0.070 for $t$ between 0.05 and 5.

**An adatom beside a step.** Take a copper adatom on Cu(100) at 400 K, next to a descending step. The barrier for a hop along the terrace is a rough value, $E_L=0.50$ eV. The barrier for a hop over the step is set to $E_R=0.55$ eV for illustration, so that both channels carry weight. An empirical potential for copper puts the extra barrier of such a hop near 0.25 eV rather than 0.05 eV, which would leave this channel below 1 %, so the channel probabilities computed here describe the model and not the real step. The model is one-dimensional and overdamped, with site spacing $a=0.256$ nm and

$$U(x)=\frac{E}{2}\left[1-\cos\frac{2\pi x}{a}\right],\qquad E=E_L\ (x<0),\quad E=E_R\ (x>0).$$

The state extends between the ridges at $x=\pm b$, with $b=a/2$, and escape means first contact with a ridge. The local diffusion constant is chosen as $D=0.002$ nm²/ps, and $k_BT=0.03447$ eV.

The escape rate follows from the probability current, which with $\beta=1/k_BT$ is

$$j=-De^{-\beta U}\frac{d}{dx}\left(e^{\beta U}p\right).$$

For barriers much higher than $k_BT$, nearly all the probability sits at the bottom, where $p\approx e^{-\beta U}/Z$ with $Z=\int_{-b}^{b}e^{-\beta U}dx$. The current on the way to a ridge is then nearly constant. Multiplying by $e^{\beta U}$ and integrating from $0$ to $b$, where $p(b)=0$, gives $j_RI_R=D/Z$ with $I_R=\int_0^be^{\beta U}dx$. The left side gives the same with $I_L=\int_{-b}^0e^{\beta U}dx$, and

$$k\approx\frac DZ\left(\frac1{I_L}+\frac1{I_R}\right),\qquad p_R\approx\frac{I_L}{I_L+I_R}.$$

The integrals give $k=1.716\times10^{-6}$ ps⁻¹ and $p_R=0.198$. The lowest decay rate of the same motion on a grid of 160 intervals is $1.719\times10^{-6}$ ps⁻¹, larger by 0.13 %, with the same $p_R$ to three digits. On this grid, which supplies the numbers used below, the mean escape time is $1/k=0.582$ µs. Shared among 64 replicas, it takes $0.582\ \text{µs}/64=9.09$ ns on each. The difference of 0.13 % is the error of the grid: as the grid is refined, the rate tends to the value of the integrals, and the two times move to 0.583 µs and 9.10 ns.

The survival probabilities were also computed by propagating the grid model from $\nu$, without assuming an exponential. At $s=1/k$, the single replica gives $S(s)=0.36788$ and the ensemble gives $S(s/64)^{64}=0.36788$, both equal to $e^{-1}$ in the digits shown. The same agreement holds at $0.1/k$, $0.5/k$ and $2/k$. The probability of having left to the right by $s=1/k$ is 0.125 for one replica and for the ensemble, as the product $p_R(1-e^{-1})$ requires.

## Second derivation: one step at a time, and what each assumes

The symbols carried over are these. A replica in a state has first exit time $T$ and exit channel $j$. The quasi-stationary distribution $\nu$ is the law that is unchanged by conditioning on survival. From $\nu$, escape has rate $k$ and channel probabilities $p_j$. The summed simulation time of $N$ replicas at the first escape is $C$, and the first derivation gave $P(C>s)=e^{-ks}$. In the adatom example, $N=64$, $1/k=0.582$ µs, the ridges lie at $\pm b=\pm0.128$ nm, and $p_R=0.198$ is the probability of leaving over the step.

**A single sequence of steps.** A computer advances trajectories in steps of some length $\delta$. Let $K(x,x')$ be the probability density that a replica at $x$ makes one step, stays in the state and arrives at $x'$. Let $q_j(x)$ be the probability that the step leaves through channel $j$. For this stepwise dynamics, the defining property of $\nu$ reads

$$\int\nu(x)K(x,x')\,dx=\lambda\,\nu(x'),$$

where $\lambda$ is the probability that a replica with law $\nu$ stays during one step. Integrating over $x'$ confirms this meaning, since $\nu$ has unit weight.

Now place the steps of all replicas in one sequence $i_1,i_2,i_3,\dots$, where $i_m$ is the replica that makes step $m$. The order may favour some replicas and may change with time, but it is fixed without looking at the configurations. The claim is that, as long as no step has led out of the state, the replicas are independent and each has law $\nu$.

The claim holds before the first step, by preparation. Suppose that it holds after $m$ steps, and let replica $r=i_{m+1}$ move next. The joint density for making this step and staying inside is

$$\left[\int\nu(x_r)K(x_r,x_r')\,dx_r\right]\prod_{l\ne r}\nu(x_l)=\lambda\,\nu(x_r')\prod_{l\ne r}\nu(x_l).$$

Its total weight is $\lambda$, the probability of staying. Division by $\lambda$ gives the law conditioned on staying, which is again a product of factors $\nu$. The claim therefore holds after $m+1$ steps, and by induction after any number.

Each step in the sequence thus stays inside with probability $\lambda$, whichever replica makes it and whatever steps came before. If $M$ is the number of the step that first leads out,

$$P(M>m)=\lambda^m .$$

A single replica is the special case $i_m=1$ for all $m$. It gives the same distribution because nothing in the argument depended on the order. The ensemble acts as one long trajectory that changes its carrier from step to step, and the change cannot be noticed in the escape statistics, because one surviving copy has the same law as another.

The channel follows from the same step. The probability that the next step leaves through $j$ is $e_j=\int\nu(x)q_j(x)\,dx$, and $\sum_je_j=1-\lambda$. Hence

$$P(M=m,\,j)=\lambda^{m-1}e_j=\left[\lambda^{m-1}(1-\lambda)\right]\frac{e_j}{1-\lambda},$$

a product of the law of the step number and the channel probability $p_j=e_j/(1-\lambda)$. The configuration outside the state in which the escaping step ends may serve as the channel label. The escaping copy then also continues from a point with the correct distribution.

Both derivations show that independent replicas prepared in $\nu$ have, when their time or steps are counted together, the same escape statistics as a single replica, including the exit channel. It remains to return from steps to continuous time, to compare what the two derivations assume, and to examine coarse checking, missing equilibration and the limits of the adatom model.
